# Hot Bands and the Integrated Infrared Intensity of a Harmonic Molecule

**Q:** A harmonic oscillator absorbs more strongly from $v=1$ than from $v=0$. Heating a gas fills the excited levels, so each molecule should absorb more. Why would anyone treat an infrared intensity as a molecular constant?

**A:** The stronger upward transitions are real, but light also drives excited molecules downward, and that returns energy to the beam. We have to count both. I use Hartree atomic units, with $\hbar=m_e=e=1$ and speed of light $c\approx137.04$. The double-harmonic model is

$$H=\tfrac12\sum_k\left(P_k^2+\omega_k^2Q_k^2\right),\qquad \boldsymbol\mu=\boldsymbol\mu_0+\sum_k\boldsymbol\mu_kQ_k .$$

Here $Q_k$ is a mass-weighted normal coordinate, $P_k$ its momentum, and $\boldsymbol\mu_k=\partial\boldsymbol\mu/\partial Q_k$ at equilibrium. One "harmonic" refers to the quadratic potential, the other to the linear dipole.

**Q:** Then start with the light. How much does one pair of levels absorb?

**A:** Let the field be $E_0\cos\omega t$ along the unit vector $\mathbf e$, weak enough for first-order perturbation theory. The perturbation is $-\mathbf e\cdot\boldsymbol\mu\,E_0\cos\omega t$. For an upward transition $i\to f$, with $\omega_{fi}=E_f-E_i>0$, the near-resonant half of the cosine gives the amplitude

$$a_f(t)=\frac{iE_0}{2}\,\mathbf e\cdot\boldsymbol\mu_{fi}\int_0^t e^{i(\omega_{fi}-\omega)t'}dt' .$$

The squared modulus of the integral is $[\sin(\Delta t/2)/(\Delta/2)]^2$ with $\Delta=\omega_{fi}-\omega$. Its area over $\Delta$ is $2\pi t$, and it narrows as $t$ grows, so it acts as $2\pi t\,\delta(\Delta)$. Dividing the probability by $t$ gives the rate

$$W=\frac{\pi}{2}E_0^2\,|\mathbf e\cdot\boldsymbol\mu_{fi}|^2\,\delta(\omega-\omega_{fi}).$$

For $f\to i$ the other half of the cosine is resonant. The matrix element has the same modulus, so the downward rate is also $W$. With populations $p_i$ and $p_f$, the beam loses the net power $\omega(p_i-p_f)W$ per molecule.

**Q:** What about spontaneous emission from the excited molecules?

**A:** It goes out in all directions and is not part of the beam's response. A measurement has to separate the gas's own glow from the transmitted beam.

To obtain a cross-section, divide the lost power by the intensity. In these units the electric and magnetic energy densities each average to $E_0^2/16\pi$, so $I=cE_0^2/8\pi$. For random orientations, the average of $\cos^2\theta$ is $1/3$. Hence

$$\sigma(\omega)=\frac{4\pi^2}{3c}\sum_{i<f}(p_i-p_f)\,\omega_{fi}\,|\boldsymbol\mu_{fi}|^2\,\delta(\omega-\omega_{fi}).$$

The prefactor is $(\pi/2)(8\pi/c)(1/3)$. For now I neglect rotational energy spacings against $\omega_k$. The gas is dilute, so each molecule feels the field of the beam alone.

**Q:** A polyatomic molecule has many modes, each with its own excitations. Does that not spoil a simple count?

**A:** Not in this model. Write $Q_k=(a_k+a_k^\dagger)/\sqrt{2\omega_k}$. Since $a_k^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle$,

$$|\langle v+1|Q_k|v\rangle|^2=\frac{v+1}{2\omega_k}.$$

The constant $\boldsymbol\mu_0$ connects no two different states. Each linear term changes one mode by one quantum and leaves the others, the spectators, as they were. All transitions $v\to v+1$ of mode $k$ have frequency $\omega_k$, whatever the spectators do. We may therefore sum the populations over spectator states and let $p_v$ be the probability of finding $v$ quanta in mode $k$.

I call $0\to1$ in this mode the fundamental and the transitions from $v\ge1$ its hot bands. Both include all spectator states. If two modes have equal frequency, their transitions lead to different final states, so their strengths add without interference.

**Q:** Your matrix element grows with $v$, which is my point. What does the band integrate to?

**A:** Insert it:

$$\int\sigma_k\,d\omega=\frac{4\pi^2}{3c}\,\omega_k\frac{|\boldsymbol\mu_k|^2}{2\omega_k}\sum_{v=0}^{\infty}(v+1)(p_v-p_{v+1}).$$

The frequency cancels. Everything that depends on temperature is in the sum. Stop it at $N$ and shift the index in its second part:

$$\sum_{v=0}^{N}(v+1)p_v-\sum_{v=1}^{N+1}v\,p_v=\sum_{v=0}^{N}p_v-(N+1)p_{N+1}.$$

Each $p_v$ with $1\le v\le N$ occurs $v+1$ times with a plus sign and $v$ times with a minus sign, so it survives once. As $N\to\infty$ the first term tends to 1 by normalization. For thermal populations $p_{N+1}$ falls exponentially, so the last term vanishes. Therefore

$$\boxed{\int\sigma_k\,d\omega=\frac{2\pi^2}{3c}\,|\boldsymbol\mu_k|^2}$$

at every temperature.

**Q:** You used Boltzmann's law only for the tail. Is thermal equilibrium needed at all?

**A:** No. Any normalized populations with $(N+1)p_{N+1}\to0$ give the same integral. If every molecule is in $v=3$, absorption to $v=4$ contributes $4$ and stimulated emission to $v=2$ contributes $-3$. The net is again $1$. Individual transitions may amplify the light, but their sum at $\omega_k$ absorbs.

**Q:** I would still like to see where the intensity goes in a heated gas.

**A:** Let $x=e^{-\omega_k/kT}$, where $k$ in $kT$ is Boltzmann's constant. Then $p_v=(1-x)x^v$, and the mean number of quanta is

$$n=(1-x)\sum_v v\,x^v=(1-x)\frac{x}{(1-x)^2}=\frac{x}{1-x}.$$

In units of the boxed value, gross absorption is $\sum_v(v+1)p_v=n+1$. Stimulated emission is $\sum_v(v+1)p_{v+1}=n$. Your growing absorption is the $n+1$, and the emission grows at the same pace.

The net share of $v\to v+1$ is

$$(v+1)(p_v-p_{v+1})=(v+1)x^v(1-x)^2 .$$

The fundamental thus falls as $(1-x)^2$, and the hot bands supply the missing $1-(1-x)^2=2x-x^2$. In a cold gas the fundamental loses about $2x$, and the first hot band, $2x(1-x)^2$, replaces it to that order. In a hot gas, $kT\gg\omega_k$, gross absorption and emission are both large and nearly cancel.

**Q:** Put numbers on it for a molecule with a soft mode.

**A:** Take carbon dioxide at the RHF/cc-pVDZ level. The energy gradient vanishes at a C–O distance of 2.1554 bohr. Symmetry fixes the shape of the bend: the oxygens move together perpendicular to the axis, and carbon moves the other way so that the centre of mass stays put. Finite differences of the energy and dipole along this displacement give, for each of the two bends,

$$\omega=0.003468\ \text{hartree},\qquad |\boldsymbol\mu_k|=0.006095\ \text{a.u.}$$

The degenerate pair therefore has

$$\int\sigma\,d\omega=2\times\frac{2\pi^2}{3(137.04)}(0.006095)^2\approx3.57\times10^{-6}\ \text{a.u.}$$

For the molar intensity, integrate over wavenumber, $\tilde\nu=\omega/2\pi c$, and multiply by Avogadro's number. With the Bohr radius as the unit of length this gives 132 km/mol. It is the value of this electronic-structure model, not a measured one, and it is not converged. RHF gives 120 km/mol with aug-cc-pVDZ and 127 km/mol with cc-pVTZ, both with $\omega\approx0.00352$ hartree. Including correlation at the MP2/cc-pVDZ level gives $\omega\approx0.00295$ hartree and only 46 km/mol. The shares below depend on $\omega$ as well: with the MP2 frequency the fundamental has 0.91 at 300 K and 0.29 at 1200 K.

At 300 K, $kT=0.000950$ hartree and

$$x=e^{-0.003468/0.000950}\approx0.0260 .$$

The fundamental has the share $(1-0.0260)^2\approx0.949$, and the hot bands have $0.051$. Other temperatures follow in the same way:

| $T$ / K | fundamental | hot bands | gross | stimulated |
|---:|---:|---:|---:|---:|
| 150 | 0.999 | 0.001 | 1.001 | 0.001 |
| 300 | 0.949 | 0.051 | 1.027 | 0.027 |
| 600 | 0.704 | 0.296 | 1.192 | 0.192 |
| 1200 | 0.358 | 0.642 | 1.671 | 0.671 |

At 1200 K the hot bands carry most of the net intensity, yet the pair still has 132 km/mol. Counting only the fundamental as defined above, with all spectator states (the other bend among them), would lose nearly two thirds of this value; in this model it lies at the same frequency as the hot bands and cannot be separated from them in the spectrum. Forgetting stimulated emission would overestimate the value by two thirds of it.

**Q:** The cancellation still looks like bookkeeping. Is there a physical reason why the initial level does not matter?

**A:** The oscillator responds linearly to a force. Fix the molecule's orientation, let $\mu'$ be the component of $\boldsymbol\mu_k$ along the field, and apply a pulse $E(t)$. With $H=\tfrac12(P^2+\omega^2Q^2)-\mu'E(t)Q$, the Heisenberg equations are

$$\dot Q=P,\qquad \dot P=-\omega^2Q+\mu'E(t).$$

For $A=P+i\omega Q$ they combine into $\dot A=i\omega A+\mu'E$. Apart from the phase $e^{i\omega t}$, the pulse therefore adds a number to the operator:

$$A\to A+\alpha,\qquad \alpha=\mu'\int E(t)e^{-i\omega t}dt .$$

Since $[P,Q]=-i$, we have $A^\dagger A=P^2+\omega^2Q^2+\omega$. The oscillator energy is thus $\tfrac12A^\dagger A$ minus a constant, and its mean gain is

$$\Delta E=\tfrac12|\alpha|^2+\mathrm{Re}\left(\alpha^*\langle A\rangle\right)=\tfrac12|\alpha|^2 .$$

The cross term vanishes because $\langle Q\rangle=\langle P\rangle=0$ in every level $v$, and hence in any mixture of levels. The initial excitation has a random phase relative to the pulse, so on average it neither helps nor hinders.

**Q:** Can one see the upward and downward parts separately?

**A:** Yes. Set $\omega=\mu'=1$ and apply the weak pulse $E(t)=0.002\,e^{-t^2/32}\cos(1.1t)$. Propagating the Schrödinger equation on a grid from $v=2$ gives probabilities $1.285\times10^{-4}$ for going up and $0.857\times10^{-4}$ for going down. Their ratio is $3:2$, as the matrix elements require. Their difference, times the quantum of energy 1, is the gain $4.28\times10^{-5}$. Starting from $v=0$, 1 or 3 gives the same gain to the digits shown.

**Q:** Real potentials are anharmonic. Does the result collapse as soon as the levels are unevenly spaced?

**A:** Part of it survives. Take one vibration with any potential $V(Q)$ and a dipole component $\mu(Q)$, and define

$$S=\sum_{i<f}(p_i-p_f)\,\omega_{fi}\,|\mu_{fi}|^2=\sum_i p_i\sum_f\omega_{fi}|\mu_{fi}|^2 .$$

The second form follows from $-p_f\omega_{fi}=p_f\omega_{if}$: the emission terms become the terms with a lower final state. By completeness, the inner sum equals both $\langle i|\mu[H,\mu]|i\rangle$ and $-\langle i|[H,\mu]\mu|i\rangle$. Half their sum is $\tfrac12\langle i|[\mu,[H,\mu]]|i\rangle$.

The potential commutes with $\mu(Q)$. With a prime for $d/dQ$, the kinetic energy gives

$$[H,\mu]=-\frac i2(P\mu'+\mu'P).$$

Since $[\mu,P]=i\mu'$, the double commutator is $(\mu')^2$, and

$$S=\tfrac12\left\langle(\mu')^2\right\rangle .$$

For a linear dipole this is constant in any potential, but it now counts all transitions, overtones included. The $v\to v+1$ part alone need not be constant.

For example, let $V=q^2/2-0.05q^3+0.005q^4$ and $\mu=q$, in units where the harmonic frequency is 1. Diagonalization on a grid gives $v\to v+1$ the fraction 0.995 of the total at $kT=0.3$ and 0.992 at $kT=1$. The remainder lies in transitions that change $v$ by more than one. How much the fraction changes depends on the potential: for $V=q^2/2-0.1q^3+0.05q^4$ it goes only from 0.9945 to 0.9937.

**Q:** And if the dipole is curved but the potential stays harmonic?

**A:** For a quadratic term in the dipole the roles are reversed. For $\mu=q+0.1q^2$ we have $\mu'=1+0.2q$. Since $\langle q\rangle=0$ and $\langle q^2\rangle=n+\tfrac12$ for unit frequency,

$$2S=1+0.04\left(n+\tfrac12\right).$$

This is 1.021 at $kT=0.3$ and 1.043 at $kT=1$. The term $q^2$ changes $v$ by 0 or $\pm2$, so the $v\to v+1$ band stays at 1 and the increase appears in the first overtone. A $q^3$ term would also connect $v$ to $v+1$, with an element proportional to $(v+1)^{3/2}$, and then that band too would change with temperature.

**Q:** You also set rotation aside. In a gas the band is spread over many lines, and $\sigma$ weights each by its frequency.

**A:** That weighting leaves a small temperature dependence. Consider a rigid linear rotor whose dipole derivative lies along its axis $\mathbf n$. Its rotational energy is $B\mathbf J^2$, with the same $B$ in every vibrational level. A transition multiplies the rotational function $\psi$ by a component $n_a$. On the unit sphere $\mathbf J^2=-\nabla^2$ and $\mathbf J^2n_a=2n_a$, so

$$\sum_an_a\mathbf J^2(n_a\psi)=\mathbf J^2\psi+2\psi-2\sum_an_a\nabla n_a\cdot\nabla\psi .$$

The last term vanishes because $\sum_an_a\nabla n_a=\tfrac12\nabla(\sum_an_a^2)=0$. Hence the strength-weighted mean rotational energy rises by $2B$ from any initial state, and the total strength is $\sum_an_a^2=1$.

The mean photon energy is therefore $\omega+2B$ for absorption. For stimulated emission it is $\omega-2B$, since part of the vibrational quantum stays behind as rotation. Relative to the boxed value the band integral becomes

$$\frac{(n+1)(\omega+2B)-n(\omega-2B)}{\omega}=1+\frac{2B}{\omega}(2n+1).$$

**Q:** Is that visible for carbon dioxide?

**A:** Hardly. Apply the rotor model to the antisymmetric stretch, with $\omega=0.011756$ hartree from the same calculation. The computed geometry gives $B=1.846\times10^{-6}$ hartree. The correction, relative to the boxed value, is $3.14\times10^{-4}$ at 300 K and $3.44\times10^{-4}$ at 1200 K; the 300 K value moves by about 1% with the basis or method. These numbers belong to the rigid model. In the molecule $B$ is not the same in every vibrational level: at this level of theory it falls by about 0.7% per quantum of this stretch. Moving the line positions accordingly, with unchanged line strengths, turns the correction into about $-3\times10^{-4}$ at 300 K and $-2\times10^{-3}$ at 1200 K, still small but of opposite sign.

If one integrates $\sigma/\omega$ instead, the photon energy drops out of every line. What remains is $(n+1)-n=1$, so in this rotor model that integral has no temperature dependence. This assumes that the populated lines all lie at positive frequency.

**Q:** Then why can a heated sample at fixed pressure still absorb less?

**A:** For the band integral, mainly because it holds fewer molecules per volume. The constant is the integrated absorption per molecule; the absorption coefficient of the gas is that cross-section times the number density. At a single frequency the absorption per molecule changes too, because heating spreads the band over more lines. In the rotor model for the antisymmetric stretch, with only alternate $J$ present as in carbon dioxide with oxygen-16, the strongest line holds 3.9% of the band at 300 K and 1.8% at 1200 K.
